# Three-Beam TM Imaging and the Loss of the Second Harmonic: test program

```python
"""Three-beam TM imaging in a resist of refractive index n.

Result under test, for orders at 0 and +-theta with amplitudes a0, a1, a1:
  |E|^2 = a0^2 + 2 a1^2
          + 4 a0 a1 cos(theta) cos(K x) cos(k z (1 - cos(theta)))
          + 2 a1^2 cos(2 theta) cos(2 K x)
k = 2 pi n / wavelength, K = k sin(theta) = 2 pi / pitch, z = 0 is focus.
The second harmonic vanishes at theta = 45 degrees inside the resist.
Lengths are in nm. Time factor exp(-i omega t). The magnetic field is stored
as Z0*Hy, so that it has the unit of an electric field. The electric field is
found from it by a finite-difference curl, not from polarization vectors.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

wavelength = 193.0
n_resist, n_water, kappa = 1.70, 1.44, 0.02
NA, reduction = 1.35, 4.0
film = 100.0
reflectance = 0.005
sigma = 0.10
k0 = 2 * np.pi / wavelength
k = n_resist * k0

# Diffraction orders of a thin mask, open over half of each period
a0 = quad(lambda u: 1.0, -0.25, 0.25)[0]
a1 = quad(lambda u: np.cos(2 * np.pi * u), -0.25, 0.25)[0]
assert abs(a1 - 1 / np.pi) < 1e-12


def magnetic(beams, x, z):
    return sum(A * np.exp(1j * (kx * x + kz * z)) for A, kx, kz in beams)


def electric(beams, x, z, eps=n_resist**2, h=0.01):
    """Ex and Ez from curl H = -i omega eps0 eps E."""
    d_dx = (magnetic(beams, x + h, z) - magnetic(beams, x - h, z)) / (2 * h)
    d_dz = (magnetic(beams, x, z + h) - magnetic(beams, x, z - h)) / (2 * h)
    return -1j * d_dz / (k0 * eps), 1j * d_dx / (k0 * eps)


def intensity(beams, x, z, eps=n_resist**2):
    ex, ez = electric(beams, x, z, eps)
    return abs(ex)**2 + abs(ez)**2


def make_beams(K, q=0.0, index=n_resist):
    """Three orders; q is the transverse wave number of a source point."""
    beams = []
    for order, amp in ((0, a0), (1, a1), (-1, a1)):
        kx = order * K + q
        kz = np.sqrt(complex((index * k0)**2 - kx**2))
        beams.append((index * amp, kx, kz))
    return beams


def te_intensity(K, x, z):
    field = sum(A / n_resist * np.exp(1j * (kx * x + kz * z))
                for A, kx, kz in make_beams(K))
    return abs(field)**2


def grid(K, count=64):
    return 2 * np.pi / K * np.arange(count) / count


def harmonics(samples):
    c = np.fft.fft(samples) / len(samples)
    return np.array([c[0], 2 * c[1], 2 * c[2], 2 * c[3]])


# Main result at several angles and depths, for TM and TE
for degrees in (15, 30, 45, 50, 60):
    th = np.radians(degrees)
    K = k * np.sin(th)
    x = grid(K)
    for z in (0.0, 40.0, -70.0):
        defocus = np.cos(k * z * (1 - np.cos(th)))
        mean = a0**2 + 2 * a1**2
        tm = [mean, 4*a0*a1*np.cos(th)*defocus, 2*a1**2*np.cos(2*th), 0]
        te = [mean, 4*a0*a1*defocus, 2*a1**2, 0]
        got = harmonics(intensity(make_beams(K), x, z))
        assert np.allclose(got, tm, atol=1e-6)
        assert np.allclose(harmonics(te_intensity(K, x, z)), te, atol=1e-10)
    # Magnetic intensity and energy flow have other second harmonics
    hy = magnetic(make_beams(K), x, 0.0) / n_resist
    ex, ez = electric(make_beams(K), x, 0.0)
    mag2 = harmonics(abs(hy)**2)[2].real / (2 * a1**2)
    flow2 = harmonics((ex * hy.conj()).real)[2].real / (2 * a1**2)
    assert abs(mag2 - 1) < 1e-10
    assert abs(flow2 - np.cos(th)) < 1e-6
    if degrees == 45:
        mag2_45, flow2_45 = mag2, flow2

# The pitch of the null is found from the computed fields
def second_harmonic(K, index=n_resist):
    samples = intensity(make_beams(K, index=index), grid(K), 0.0, index**2)
    return harmonics(samples)[2].real


K = brentq(second_harmonic, 0.5 * k, 0.9 * k, xtol=1e-14)
theta = np.arcsin(K / k)
assert abs(np.degrees(theta) - 45) < 1e-4
pitch = 2 * np.pi / K
x = grid(K)
beams = make_beams(K)
assert wavelength / pitch < NA < 2 * wavelength / pitch
theta_water = np.arcsin(K / (n_water * k0))
tm_h = harmonics(intensity(beams, x, 0.0)).real
te_h = harmonics(te_intensity(K, x, 0.0)).real
tm_image = intensity(beams, x, 0.0)
contrast = np.ptp(tm_image) / (tm_image.max() + tm_image.min())


# Normalized log-slope at the edge of a space of width pitch/2
def log_slope(image, step=0.01):
    edge = pitch / 4
    rise = np.log(image(edge - step)) - np.log(image(edge + step))
    return pitch / 2 * rise / (2 * step)


slope_tm = log_slope(lambda s: intensity(beams, s, 0.0))
slope_te = log_slope(lambda s: te_intensity(K, s, 0.0))
formula_tm = (4*np.pi*a0*a1*np.cos(theta)
              / (a0**2 + 4*a1**2*np.sin(theta)**2))
assert abs(slope_tm - formula_tm) < 1e-4
assert abs(slope_te - 4 * np.pi * a1 / a0) < 1e-4

# Depth at which the first harmonic vanishes
z_flat = wavelength / (4 * n_resist * (1 - np.cos(theta)))
flat_tm = np.ptp(intensity(beams, x, z_flat))
flat_te = np.ptp(te_intensity(K, x, z_flat))
assert flat_tm < 1e-5 and abs(flat_te - 4 * a1**2) < 1e-5
first_edge = harmonics(intensity(beams, x, film / 2))[1].real

# Poynting theorem in SI: absorbed power follows |E|^2
index_abs = n_resist + 1j * kappa
eps_abs = index_abs**2
lossy = make_beams(K, index=index_abs)
Z0 = np.sqrt(const.mu_0 / const.epsilon_0)
omega = 2 * np.pi * const.c / (wavelength * 1e-9)


def flow(px, pz):
    ex, ez = electric(lossy, px, pz, eps_abs)
    h_conj = np.conj(magnetic(lossy, px, pz)) / Z0
    return 0.5 * np.array([(-ez * h_conj).real, (ex * h_conj).real])


d = 0.02
for px, pz in ((5.0, 10.0), (20.0, 15.0), (35.0, -20.0)):
    divergence = ((flow(px + d, pz) - flow(px - d, pz))[0]
                  + (flow(px, pz + d) - flow(px, pz - d))[1]) / (2*d*1e-9)
    heat = (0.5 * omega * const.epsilon_0 * eps_abs.imag
            * intensity(lossy, px, pz, eps_abs))
    assert abs(-divergence / heat - 1) < 1e-3

# Shift of the null by absorption
K_abs = brentq(lambda s: second_harmonic(s, index_abs),
               0.5 * k, 0.9 * k, xtol=1e-14)
K_formula = k0 * abs(eps_abs) / np.sqrt(2 * eps_abs.real)
assert abs(K_abs / K_formula - 1) < 1e-6
pitch_shift = 2 * np.pi / K_abs - pitch
film_loss = 1 - np.exp(-4 * np.pi * kappa * film / wavelength)

# Substrate reflection; r is the ratio of the x components of E at z = 0
r = np.sqrt(reflectance)
standing = beams + [(-r * A, kx, -kz) for A, kx, kz in beams]
depths = np.linspace(-film / 2, film / 2, 401)
with_r = np.array([harmonics(intensity(standing, x, z)).real for z in depths])
without = np.array([harmonics(intensity(beams, x, z)).real for z in depths])
expected = 4 * a1**2 * r * np.cos(2 * k * np.cos(theta) * depths)
assert np.allclose(with_r[:, 2], expected, atol=1e-6)
local_second = np.max(abs(with_r[:, 2])) / (2 * a1**2)
mean_second = abs(np.trapezoid(with_r[:, 2], depths) if
                  hasattr(np, "trapezoid") else
                  np.trapz(with_r[:, 2], depths)) / film / (2 * a1**2)
local_first = np.max(abs(with_r[:, 1] - without[:, 1])) / tm_h[1]

# Small line source in the plane of incidence
q_max = sigma * NA * k0
assert K + q_max < NA * k0
tilted = harmonics(intensity(make_beams(K, q_max), x, 0.0))[2].real
angle_sum = np.arcsin((K + q_max) / k) + np.arcsin((K - q_max) / k)
assert abs(tilted / (2 * a1**2) - np.cos(angle_sum)) < 1e-6
source = np.linspace(-q_max, q_max, 41)
blurred = np.mean([harmonics(intensity(make_beams(K, q), x, film / 2))
                   for q in source], axis=0)
source_first = blurred[1].real / first_edge

# Change of a1/a0 by the lens and by the water-resist interface
def transmission(angle_w, angle_r):
    """Continuity of Ex and Hy for a TM wave of unit electric amplitude."""
    matrix = [[np.cos(angle_w), np.cos(angle_r)], [-n_water, n_resist]]
    return np.linalg.solve(matrix, [np.cos(angle_w), n_water])[1]


fresnel = transmission(theta_water, theta) / transmission(0.0, 0.0)
theta_mask = np.arcsin(wavelength / (reduction * pitch))
lens = np.sqrt(np.cos(theta_mask) / np.cos(theta_water))
gain = fresnel * lens
changed = [beams[0]] + [(gain * A, kx, kz) for A, kx, kz in beams[1:]]
slope_changed = log_slope(lambda s: intensity(changed, s, 0.0))
assert abs(harmonics(intensity(changed, x, 0.0))[2]) < 1e-6

print(f"wavelength {wavelength:.0f} nm; NA {NA:.2f}; film {film:.0f} nm")
print(f"index: resist {n_resist:.2f}, water {n_water:.2f}")
print(f"amplitudes (clear mask = 1): a0 {a0:.4f}, a1 {a1:.4f}")
print(f"null: angle in resist {np.degrees(theta):.2f} deg")
print(f"null: pitch {pitch:.1f} nm; n sin(theta) {wavelength/pitch:.3f}")
print(f"same beams in water: angle {np.degrees(theta_water):.1f} deg")
print(f"cos(2 theta) in water {np.cos(2*theta_water):.3f}")
print(f"pitch for 45 deg in water {wavelength/n_water*np.sqrt(2):.1f} nm")
print("Polarization factors measured from the fields at focus:")
print("angle (deg), pitch (nm), zero-first factor, first-first factor")
for angle in (np.radians(30), theta, np.arcsin(NA / n_resist)):
    Ka = k * np.sin(angle)
    ha = harmonics(intensity(make_beams(Ka), grid(Ka), 0.0)).real
    f1, f2 = ha[1] / (4*a0*a1), round(ha[2] / (2*a1**2), 4) + 0.0
    print(f"  {np.degrees(angle):.1f}, {2*np.pi/Ka:.1f}, {f1:.4f}, {f2:.4f}")
print("At the null pitch and focus, intensity relative to clear mask:")
for name, h in (("TM", tm_h), ("TE", te_h)):
    print(f"  {name}: mean {h[0]:.4f}, first {h[1]:.4f}, "
          f"second {round(h[2], 4) + 0.0:.4f}")
for name, f in (("TM", lambda s: intensity(beams, s, 0.0)),
                ("TE", lambda s: te_intensity(K, s, 0.0))):
    print(f"  {name} at x = 0, p/4, p/2: {f(0.0):.4f}, "
          f"{f(pitch/4):.4f}, {f(pitch/2):.4f}")
print(f"TM contrast {contrast:.4f}")
print(f"normalized log-slope: TM {slope_tm:.2f}, TE {slope_te:.2f}")
print(f"second-harmonic factor at 45 deg: magnetic {mag2_45:.4f}")
print(f"second-harmonic factor at 45 deg: energy flow {flow2_45:.4f}")
print(f"first harmonic vanishes at defocus {z_flat:.1f} nm")
print(f"peak-to-peak there: TM {flat_tm:.4f}, TE {flat_te:.4f}")
print(f"TM first harmonic {film/2:.0f} nm from focus {first_edge:.4f}")
print("Neglected effects:")
print(f"absorption index {kappa:.2f}: null pitch shift {pitch_shift:.3f} nm")
print(f"absorption: zero-order loss through film {100*film_loss:.1f} %")
print(f"substrate reflectance {100*reflectance:.1f} %, r = {r:.4f}")
print(f"  local second harmonic / TE value {local_second:.3f}")
print(f"  film-averaged second harmonic / TE value {mean_second:.3f}")
print(f"  largest first-harmonic change / focus value {local_first:.3f}")
print(f"in-plane source, sigma {sigma:.2f}:")
print(f"  first-first factor at source edge {tilted/(2*a1**2):.4f}")
print(f"  first harmonic at film edge / point source {source_first:.3f}")
print(f"a1/a0 multiplier: interface {fresnel:.3f}, lens {lens:.3f}")
print(f"  product {gain:.3f}; TM log-slope becomes {slope_changed:.2f}")
print("tests ok")
```

Output:

```
wavelength 193 nm; NA 1.35; film 100 nm
index: resist 1.70, water 1.44
amplitudes (clear mask = 1): a0 0.5000, a1 0.3183
null: angle in resist 45.00 deg
null: pitch 160.6 nm; n sin(theta) 1.202
same beams in water: angle 56.6 deg
cos(2 theta) in water -0.394
pitch for 45 deg in water 189.5 nm
Polarization factors measured from the fields at focus:
angle (deg), pitch (nm), zero-first factor, first-first factor
  30.0, 227.1, 0.8660, 0.5000
  45.0, 160.6, 0.7071, 0.0000
  52.6, 143.0, 0.6078, -0.2612
At the null pitch and focus, intensity relative to clear mask:
  TM: mean 0.4526, first 0.4502, second 0.0000
  TE: mean 0.4526, first 0.6366, second 0.2026
  TM at x = 0, p/4, p/2: 0.9028, 0.4526, 0.0025
  TE at x = 0, p/4, p/2: 1.2919, 0.2500, 0.0187
TM contrast 0.9945
normalized log-slope: TM 3.12, TE 8.00
second-harmonic factor at 45 deg: magnetic 1.0000
second-harmonic factor at 45 deg: energy flow 0.7071
first harmonic vanishes at defocus 96.9 nm
peak-to-peak there: TM 0.0000, TE 0.4053
TM first harmonic 50 nm from focus 0.3102
Neglected effects:
absorption index 0.02: null pitch shift -0.033 nm
absorption: zero-order loss through film 12.2 %
substrate reflectance 0.5 %, r = 0.0707
  local second harmonic / TE value 0.141
  film-averaged second harmonic / TE value 0.025
  largest first-harmonic change / focus value 0.146
in-plane source, sigma 0.10:
  first-first factor at source edge -0.0129
  first harmonic at film edge / point source 0.986
a1/a0 multiplier: interface 0.885, lens 1.316
  product 1.164; TM log-slope becomes 3.14
tests ok
```
